\section*{Coexistence and the polarization jump at a first-order ferroelectric transition}

A calculation of polarization against temperature from a Landau free energy has to decide where to stop using the solution $P=0$ and start using the polar one. With a negative quartic coefficient there is a whole interval in which both solutions are locally stable. Solving for zero slope therefore does not settle the matter, and a numerical minimizer may return either solution, depending on its starting point. The equilibrium switch lies where the two free energies are equal. For the sixth-order free energy this condition can be solved in closed form, and it fixes the transition temperature and the polarization jump. The latent heat also depends on how fast the coefficients change with temperature.

Let $P$ be the polarization along one fixed crystal axis, uniform throughout the sample. The free energy per unit volume, measured from that of the nonpolar phase at the same temperature, is
\begin{equation}
F(P)=\frac{a}{2}P^2-\frac{b}{4}P^4+\frac{c}{6}P^6,\qquad b>0,\quad c>0 .
\label{F}
\end{equation}
Odd powers are absent because $P$ and $-P$ are equivalent by symmetry. The condition $c>0$ keeps $F$ bounded below, and $b>0$ makes the quartic term favour a polarized state. The sample is free of stress, and its faces are short-circuited so that the electric field vanishes. Under these conditions, at fixed temperature, the equilibrium state is the one of lowest $F$. Fluctuations of $P$ are neglected, so the treatment is a mean-field one.

Two phases coexist when they have equal free energy and each is an equilibrium state. Since $F(0)=0$, a polar phase with $P\neq0$ can coexist with the nonpolar one only if
\begin{equation}
F(P)=0,\qquad F'(P)=0 .
\end{equation}
Write $x=P^2$. Because $x\neq0$, the first condition may be divided by $x$. The derivative is $F'=aP-bP^3+cP^5$, and the second condition may be divided by $P$. The results are
\begin{align}
\frac a2-\frac b4x+\frac c6x^2&=0, \label{energy}\\
a-bx+cx^2&=0. \label{slope}
\end{align}
Doubling \eqref{energy} gives $a-bx/2+cx^2/3=0$. Subtracting this from \eqref{slope} removes $a$:
\begin{equation}
-\frac b2x+\frac{2c}{3}x^2=x\left(-\frac b2+\frac{2c}{3}x\right)=0 .
\end{equation}
The factor $x$ is not zero, so the bracket must vanish. Calling the solution $P_0^2$, we have
\begin{equation}
P_0^2=\frac{3b}{4c}.
\label{P0}
\end{equation}
Equation \eqref{slope} then gives the value of $a$ at coexistence:
\begin{equation}
a_c=bP_0^2-cP_0^4=\frac{3b^2}{4c}-\frac{9b^2}{16c}
=\frac{3b^2}{16c}.
\label{ac}
\end{equation}

These two conditions do not yet exclude some other state of still lower energy. Completing the square does. For $P\neq0$, divide $F$ by $x$ and collect the terms containing $x$:
\begin{align}
\frac{F}{x}&=\frac c6\left(x^2-\frac{3b}{2c}x\right)+\frac a2\\
&=\frac c6\left(x-\frac{3b}{4c}\right)^2
-\frac c6\,\frac{9b^2}{16c^2}+\frac a2 .
\end{align}
The constant subtracted is $3b^2/(32c)=a_c/2$. Multiplying back by $x=P^2$ gives an identity that also holds at $P=0$:
\begin{equation}
F(P)=\frac{a-a_c}{2}P^2+\frac c6P^2\left(P^2-P_0^2\right)^2 .
\label{square}
\end{equation}
The second term is never negative, and it vanishes at $P=0$ and $P=\pm P_0$. If $a>a_c$, the first term makes $F$ positive for every nonzero $P$, and the nonpolar phase is the equilibrium state. If $a=a_c$, there are three equal global minima, at $0$ and $\pm P_0$. If $a<a_c$, then $F(P_0)=(a-a_c)P_0^2/2<0$, so the equilibrium state is polar. The transition is thus located without comparing a list of stationary points.

Coexistence can also be read from the curve of field against polarization. A uniform state in a field $E$ obeys $E=F'(P)$, so that
\begin{equation}
\int_0^{P_0}F'(P)\,dP=F(P_0)-F(0)=0
\end{equation}
at $a_c$. Between $0$ and $P_0$ the curve encloses equal areas above and below the line $E=0$. This is the equal-area construction for the two phases at zero field.

To follow the polar state below the transition, solve \eqref{slope} for $x$:
\begin{equation}
x_\pm=\frac{b\pm\sqrt{b^2-4ac}}{2c}.
\label{roots}
\end{equation}
The second derivative tells which root is a minimum. From $F''=a-3bx+5cx^2$ and the stationarity condition $a=bx-cx^2$,
\begin{equation}
F''=-2bx+4cx^2=2x(2cx-b).
\label{curv}
\end{equation}
For the two roots $2cx_\pm-b=\pm\sqrt{b^2-4ac}$. The upper root is therefore a minimum, and the lower root, where it is positive, is a maximum. At $a=a_c$ one has $4ac=3b^2/4$, so the square root equals $b/2$. This gives $x_+=3b/(4c)=P_0^2$ and $x_-=b/(4c)=P_0^2/3$. As $a$ falls further, the square root grows, and so does the polarization. The equilibrium polarization therefore jumps from zero to $P_0$ at $a_c$ and then rises continuously.

Local stability extends beyond the coexistence point on both sides. Since $F''(0)=a$, the nonpolar state is a local minimum for $a>0$. At $a=0$ the leading term is $-bP^4/4$, and the state is unstable. The polar minimum exists as long as the square root in \eqref{roots} is real and nonzero, that is, for $a<b^2/(4c)$. At the limit itself the minimum and the maximum merge at $P^2=b/(2c)$. Both phases are locally stable in the interval
\begin{equation}
0<a<\frac{b^2}{4c},
\label{window}
\end{equation}
and $a_c$ lies three quarters of the way up. On cooling, a sample that stays in its local minimum can remain nonpolar down to $a=0$. On heating, it can remain polar up to $a=b^2/(4c)$. These are the outer limits of thermal hysteresis for the uniform model. A real sample can transform earlier by forming a small region of the new phase, a process that \eqref{F} does not describe.

At coexistence the phases are separated by an energy barrier at $P^2=P_0^2/3$. With $a=a_c$, the identity \eqref{square} gives its height:
\begin{equation}
\Delta F=\frac c6\,\frac{P_0^2}{3}\left(\frac{2P_0^2}{3}\right)^2
=\frac{2c}{81}P_0^6
=\frac{2c}{81}\,\frac{27b^3}{64c^3}
=\frac{b^3}{96c^2}.
\label{barrier}
\end{equation}
This is an energy per unit volume for changing the polarization everywhere at once. It is not the barrier for nucleation, which also involves the energy of the boundary between the phases.

The small-field dielectric response changes at the jump as well. Differentiating $E=F'(P)$ gives $dP/dE=1/F''$, and the relative susceptibility is $\chi=1/(\varepsilon_0F'')$. In the nonpolar phase $F''(0)=a_c$. In the polar phase, \eqref{curv} gives
\begin{equation}
F''(P_0)=2\,\frac{3b}{4c}\left(\frac{3b}{2}-b\right)
=\frac{3b^2}{4c}=4a_c .
\end{equation}
On cooling through equilibrium, the susceptibility along the polar axis drops by a factor of four. The factor is independent of $b$ and $c$ within this model. It refers to a single domain at constant temperature, without any contribution from moving domain walls. Under adiabatic conditions the polar phase responds less, because a change of $P$ changes its temperature, and the ratio is somewhat larger than four.

Temperature enters through the usual linear assumption
\begin{equation}
a=a_0(T-T_0),\qquad a_0>0,
\end{equation}
with $b$ and $c$ held constant for now. The nonpolar susceptibility is then $\chi=1/[\varepsilon_0a_0(T-T_0)]=C/(T-T_0)$, with Curie constant $C=1/(\varepsilon_0a_0)$. Thus $T_0$ is the temperature to which the inverse susceptibility extrapolates to zero, while the phases have equal energy at
\begin{equation}
T_c=T_0+\frac{a_c}{a_0}=T_0+\frac{3b^2}{16a_0c}.
\label{Tc}
\end{equation}

The entropy density is minus the temperature derivative of the equilibrium free energy. The polarization of the polar state varies with temperature, but this variation contributes $F'(P)\,dP/dT=0$. What remains is the explicit derivative, $a_0P^2/2$. Since $F$ is measured from the nonpolar phase, the nonpolar phase has the larger entropy, by
\begin{equation}
\Delta S=\frac{a_0P_0^2}{2}=\frac{3a_0b}{8c},
\qquad L=T_c\,\Delta S .
\label{latent}
\end{equation}
The latent heat $L$ per unit volume is absorbed on heating.

As $b$ tends to zero from above with $a_0$ and $c$ fixed, the jump vanishes as $\sqrt b$, the latent heat as $b$, and the interval $T_c-T_0$ as $b^2$. The end point $b=0$ is the tricritical point, where the transition changes from first order to continuous. There $F=aP^2/2+cP^6/6$. For $a\geq0$ the minimum is at $P=0$. For $a<0$ the condition $a+cP^4=0$ gives
\begin{equation}
|P|=\left(\frac{-a}{c}\right)^{1/4}.
\label{tri}
\end{equation}
If $b<0$, all terms of $F$ are nonnegative for $a\geq0$, and the nonpolar phase is stable down to $a=0$. Just below, the upper root in \eqref{roots}, multiplied above and below by $|b|+\sqrt{b^2+4|a|c}$, becomes
\begin{equation}
P^2=\frac{2|a|}{|b|+\sqrt{b^2+4|a|c}}\simeq\frac{|a|}{|b|}
\qquad (4|a|c\ll b^2).
\label{second}
\end{equation}
The polarization then grows continuously as a square root. The formulas for $a_c$ and $P_0$ must not be used in this case: \eqref{ac} would still return a positive number, but \eqref{P0} would give a negative $P_0^2$.

The numerical factors depend on how the coefficients are defined. If a data set uses $F=AP^2+BP^4+GP^6$, comparison with \eqref{F} gives $a=2A$, $b=-4B$ and $c=6G$. The coexistence condition becomes $A=B^2/(4G)$, and the jump becomes $P_0^2=-B/(2G)$, with $B<0$.

For a worked example, take round parameters in the regime of barium titanate near its cubic-to-tetragonal transition: $C=1.5\times10^5$ K, $T_0=385$ K, $b=9.0\times10^8$ J\,m$^5$/C$^4$ and $c=2.1\times10^{10}$ J\,m$^9$/C$^6$. They are rough and are not a fit to a specimen. The Curie constant gives $a_0=1/(\varepsilon_0C)=7.53\times10^5$ J\,m/(C$^2$\,K). Equations \eqref{ac} and \eqref{P0} then give
\begin{align}
a_c&=\frac{3(9.0\times10^8)^2}{16(2.1\times10^{10})}
=7.23\times10^6\ \mathrm{J\,m/C^2},\\
P_0&=\sqrt{\frac{3(9.0\times10^8)}{4(2.1\times10^{10})}}
=0.179\ \mathrm{C/m^2}=17.9\ \mathrm{\mu C/cm^2}.
\end{align}
Dividing $a_c$ by $a_0$ places the transition 9.6 K above $T_0$, at 394.6 K. Switching solutions at $a=0$ would therefore misplace the equilibrium transition by 9.6 K. The polar state remains locally stable up to $b^2/(4a_0c)=12.8$ K above $T_0$, or 397.8 K, where its polarization has fallen to 14.6 $\mu$C/cm$^2$. With $b$ and $c$ constant, the possible overheating is thus about 3 K, against nearly 10 K of possible undercooling.

The relative susceptibility at $T_c$ is $C/(T_c-T_0)\simeq15600$ in the nonpolar phase and a quarter of this, about 3900, in the polar phase. The entropy jump is $a_0P_0^2/2=0.0121$ J/(cm$^3$\,K), and multiplication by $T_c$ gives a latent heat of 4.8 J/cm$^3$. Reducing $b$ to a quarter, with the other parameters fixed, halves the jump to 9.0 $\mu$C/cm$^2$ and reduces $T_c-T_0$ sixteenfold, to 0.60 K. At $b=0$ there is no jump, yet \eqref{tri} gives 7.7 $\mu$C/cm$^2$ at 1 K below $T_0$. A steep rise in coarse temperature data is therefore not by itself evidence of a first-order transition.

Barium titanate has its cubic-to-tetragonal transition at roughly 400 K, with a polarization jump of roughly 20 $\mu$C/cm$^2$, so the example has the right scale. The agreement is no independent success of the model, because the parameters were chosen in that regime. The assumption of zero stress fails for a ferroelectric bonded to a stiff support, which cannot freely take up its spontaneous strain. An extreme case shows how much this can matter. Let all three normal strains be held at their nonpolar values. With normal stresses $\sigma_i$, electrostrictive coefficients $Q_i$ and compliances $S_{ij}$, the stress-dependent free energy and the strains are
\begin{align}
G&=F-P^2\sum_i\sigma_iQ_i-\frac12\sum_{ij}\sigma_iS_{ij}\sigma_j,\\
e_i&=-\frac{\partial G}{\partial\sigma_i}
=Q_iP^2+\sum_jS_{ij}\sigma_j .
\end{align}
Setting $e_i=0$ gives $\sigma_i=-P^2\sum_jC_{ij}Q_j$, where the stiffness matrix $C_{ij}$ is the inverse of $S_{ij}$. At fixed strain the quantity to minimize is $G+\sum_i\sigma_ie_i$. Inserting the expression for $e_i$ cancels the terms linear in stress and leaves
\begin{equation}
F_{\rm cl}=F+\frac12\sum_{ij}\sigma_iS_{ij}\sigma_j
=F+KP^4,\qquad K=\frac12\sum_{ij}Q_iC_{ij}Q_j .
\end{equation}
Since the quartic term is $-bP^4/4$, clamping replaces $b$ by $b-4K$. For polarization along a cube axis, $Q=(Q_{11},Q_{12},Q_{12})$, and the sum is
\begin{equation}
K=\frac12\left[C_{11}(Q_{11}^2+2Q_{12}^2)
+2C_{12}(2Q_{11}Q_{12}+Q_{12}^2)\right].
\end{equation}
The rough values $Q_{11}=0.11$ and $Q_{12}=-0.045$ m$^4$/C$^2$, with $C_{11}=180$ and $C_{12}=80$ GPa, give $K=8.2\times10^8$ J\,m$^5$/C$^4$. The clamped coefficient is then $b-4K=-2.4\times10^9$ J\,m$^5$/C$^4$. Its sign has reversed: the transition becomes continuous and moves down by 9.6 K, to $T_0$. At 1 K below $T_0$ the polarization is 1.8 $\mu$C/cm$^2$. These results hold for polarization kept along the cube axis. A clamped crystal may prefer another direction, and finding it requires a free energy with all three polarization components. A film on a thick substrate is held in its plane but free along its normal, and it may also carry a misfit strain, so its coefficients need a separate calculation.

A second correction comes from the temperature dependence of $b$. Suppose $b$ falls on heating at a rate $r$ while $c$ stays constant, and let the value of $b$ used above be the one at $T_c$. The transition temperature and the jump are then unchanged, because all coefficients at $T_c$ are the same. The explicit temperature derivative of $F$, however, gains a term:
\begin{equation}
\Delta S=\frac{a_0P_0^2}{2}+\frac r4P_0^4 .
\end{equation}
A rough rate of $2\times10^7$ J\,m$^5$/(C$^4$\,K) raises the latent heat from 4.8 to 6.8 J/cm$^3$, an increase of 43\% relative to the constant-$b$ value. A coefficient set can thus reproduce the transition temperature and the jump and still give a poor latent heat.

The short-circuit condition also needs care, because charge in real electrodes does not sit exactly at the surface of the ferroelectric. Represent this by a vacuum gap of total thickness $g$ in series with a plate of thickness $d$, polarized along its normal. Let $\varepsilon_b$ be the background permittivity, which describes the response not contained in $P$. Zero total voltage and continuity of electric displacement require
\begin{equation}
Ed+E_gg=0,\qquad \varepsilon_0\varepsilon_bE+P=\varepsilon_0E_g .
\end{equation}
Substituting $E_g=-Ed/g$ into the second equation gives
\begin{equation}
E=-kP,\qquad k=\frac{g}{\varepsilon_0(d+\varepsilon_bg)} .
\end{equation}
The equilibrium condition $F'(P)=E$ becomes $F'(P)+kP=0$, which amounts to replacing $a$ by $a+k$. With $b$ and $c$ constant, the transition temperature falls by $k/a_0=Cg/(d+\varepsilon_bg)$. For $d=0.1$ mm, $g=0.02$ nm and $\varepsilon_b=7$, the last two being rough, the shift is 0.03 K and may be ignored. With the same gap, a film a thousand times thinner would shift by about 30 K, more than the whole interval $T_c-T_0$. If $b$ instead falls on heating at the rate used above, it is larger at the lowered transition temperature, and the shift is only about 20 K. These shifts hold for polarization kept normal to the plate. A stress-free plate of a cubic crystal can instead polarize along a cube axis in its plane, where $k$ does not act, and it then transforms at the unshifted temperature.

Removing the electrodes corresponds to $g\to\infty$, for which $k=1/(\varepsilon_0\varepsilon_b)$. The formal shift $C/\varepsilon_b$ is then about 21000 K. This is not a prediction of a transition temperature. It means that a uniform polarization normal to uncompensated faces is ruled out in this model at any temperature. Domains, polarization in the plane of the plate, or compensating surface charge can reduce or avoid that energy cost. The first two lie outside the present description, in which $P$ is uniform and normal to the plate.

Thermal agitation sets a further limit. Equation \eqref{barrier} gives a barrier of 0.11 meV/nm$^3$, while $k_BT_c$ is 34 meV. Their ratio is a volume of about 320 nm$^3$, a cube with an edge of 6.8 nm. In a region of this size, the cost of changing the polarization uniformly from one phase to the other is comparable with the thermal energy. The estimate treats the region as stress-free and field-free. A region embedded in a crystal also pays gradient, electrostatic and elastic energy, and with the coefficients above the elastic part alone exceeds the uniform barrier. The volume therefore marks only a scale for caution and does not give a rate of switching. For a much larger, stress-free and well-screened single domain described by the sixth-order form \eqref{F}, the switch between solutions belongs at $a=3b^2/(16c)$, with the coefficients taken at the transition temperature. Some coefficient sets for barium titanate include an eighth-order term. A positive term of that kind raises the energy of the polar state and moves coexistence to smaller $a$. The conditions $F=F'=0$ must then be solved afresh, and neither \eqref{ac} nor the factor of four in the susceptibility carries over.
